# Continued fractions and the best one-dimensional epitaxial matches

## 1. Two rows of atoms that do not fit

A crystalline film grows on a substrate. Along one direction of the interface the substrate repeats with period $a$ and the free film with a different period $b$. A calculation with periodic boundary conditions needs a supercell that holds a whole number of periods of both. If $b/a$ is irrational there is no such cell, and if it is a ratio of large integers the cell is too long to use. One therefore accepts a small misfit and asks which pairs of whole numbers give the best compromise between misfit and size.

Take $b>a$ and define
$$r=\frac{b}{a}>1 .$$
A match $(p,q)$, also written $p/q$, lays $q$ film cells on $p$ substrate cells. Two quantities measure its quality.

The first is the **offset**, the difference in length between the two unstrained pieces:
$$\Delta=qb-pa=a\,(qr-p).$$
If both chains stay rigid, the registry shifts by $\Delta$ after one supercell and by $m\Delta$ after $m$ of them.

The second is the **strain**. Keep the substrate fixed and stretch the film until its $q$ cells fill the length $pa$. The film period becomes $b'=pa/q$, and its relative change is
$$e=\frac{b'}{b}-1=\frac{p}{qr}-1=\frac{p/q-r}{r}=-\frac{\Delta}{qb}. \tag{1}$$
A positive offset means that the film piece is too long and must be compressed, hence the minus sign.

The strain is the offset divided by the film length. A longer cell may thus have a larger offset and yet a smaller strain, so "best match" has no meaning until the measure is named.

## 2. What will be shown

Call a match an *offset record* if its $|\Delta|$ is strictly smaller than that of every other match with the same number of film cells or fewer. Define a *strain record* in the same way with $|e|$. Integer and half-integer $r$ are set aside: the first is a perfect match with $q=1$, and in the second two values of $p$ tie at $q=1$.

Let $p_n/q_n$ be the convergents of the continued fraction of $r$, constructed in the next section. Then:

1. Each convergent satisfies $|r-p_n/q_n|<1/q_n^2$.
2. The offset records are the convergents, with one exception: $p_0/q_0$ is not a record if $q_1=q_0=1$.
3. Each of these records is also a strain record, but there can be strain records that are not convergents.

These are statements about lengths. They contain no bonding energy, no elastic energy and no relaxation of atoms inside the cell.

## 3. Building the convergents

Start with $z_0=r$, split off the integer part and invert the remainder:
$$c_k=\lfloor z_k\rfloor,\qquad z_k=c_k+\frac{1}{z_{k+1}}. \tag{2}$$
The remainder lies between 0 and 1, so $z_{k+1}>1$ and every digit $c_k$ is at least 1. If a remainder vanishes, the expansion ends, at an index called $N$. This happens if $r$ is rational, because (2) is then Euclid's division algorithm with decreasing integer remainders. If the expansion ends, $r$ is plainly rational. The last digit equals $z_N>1$ and is an integer, so $c_N\ge2$.

The convergents follow from
$$p_k=c_kp_{k-1}+p_{k-2},\qquad q_k=c_kq_{k-1}+q_{k-2}, \tag{3}$$
with $(p_{-1},q_{-1})=(1,0)$ and $(p_{-2},q_{-2})=(0,1)$. Thus $p_0=c_0$, $q_0=1$ and $q_1=c_1$. For $n\ge1$, $q_{n+1}\ge q_n+q_{n-1}>q_n$. The denominators therefore grow strictly, except that $q_1=q_0$ when $c_1=1$.

**The ratio in terms of convergents.** For every $n$ for which $z_{n+1}$ exists,
$$r=\frac{z_{n+1}p_n+p_{n-1}}{z_{n+1}q_n+q_{n-1}}. \tag{4}$$
For $n=-1$ the right side is $(z_0\cdot1+0)/(z_0\cdot0+1)=r$. Suppose (4) holds with $n-1$ in place of $n$. Inserting $z_n=c_n+1/z_{n+1}$ and using (3) gives
$$r=\frac{c_np_{n-1}+p_{n-2}+p_{n-1}/z_{n+1}}{c_nq_{n-1}+q_{n-2}+q_{n-1}/z_{n+1}}
=\frac{p_n+p_{n-1}/z_{n+1}}{q_n+q_{n-1}/z_{n+1}},$$
and multiplying above and below by $z_{n+1}$ gives (4).

**The determinant.** Let $D_n=p_{n+1}q_n-p_nq_{n+1}$. By (3),
$$D_n=(c_{n+1}p_n+p_{n-1})q_n-p_n(c_{n+1}q_n+q_{n-1})=-(p_nq_{n-1}-p_{n-1}q_n)=-D_{n-1}.$$
Since $D_{-1}=p_0q_{-1}-p_{-1}q_0=-1$,
$$p_{n+1}q_n-p_nq_{n+1}=(-1)^n. \tag{5}$$
A common divisor of $p_n$ and $q_n$ would have to divide 1, so each convergent is in lowest terms.

## 4. The offset of a convergent and its bounds

Write $d_n=q_nr-p_n$, the offset in units of $a$. With (4),
$$d_n=\frac{q_n(z_{n+1}p_n+p_{n-1})-p_n(z_{n+1}q_n+q_{n-1})}{z_{n+1}q_n+q_{n-1}}
=\frac{q_np_{n-1}-p_nq_{n-1}}{z_{n+1}q_n+q_{n-1}}.$$
The numerator is $-D_{n-1}=(-1)^n$, so
$$d_n=\frac{(-1)^n}{z_{n+1}q_n+q_{n-1}}. \tag{6}$$
Successive convergents leave the film alternately too long and too short.

Because $c_{n+1}\le z_{n+1}<c_{n+1}+1$, the denominator in (6) is at least $q_{n+1}$ and less than $q_{n+1}+q_n$. Hence
$$\frac{1}{q_n+q_{n+1}}<|d_n|\le\frac{1}{q_{n+1}}, \tag{7}$$
with equality on the right when $z_{n+1}$ is an integer, which means $n+1=N$. Also $z_{n+1}>1$ makes the denominator larger than $q_n$, so $|d_n|<1/q_n$. Dividing by $q_n$,
$$\left|r-\frac{p_n}{q_n}\right|\le\frac{1}{q_nq_{n+1}},\qquad
\left|r-\frac{p_n}{q_n}\right|<\frac{1}{q_n^2}. \tag{8}$$
If the expansion ends, the last convergent has zero error and satisfies the second bound too. By (1), the strain obeys $|e_n|<1/(rq_n^2)$.

**What the next digit does.** Multiply (6) by $q_n$:
$$q_n^2\left|r-\frac{p_n}{q_n}\right|=\frac{1}{z_{n+1}+q_{n-1}/q_n}. \tag{9}$$
As $0\le q_{n-1}/q_n\le1$, the right side lies between $1/(c_{n+1}+2)$ and $1/c_{n+1}$. A convergent just before a large digit is much better than $1/q_n^2$ suggests: a short cell then fits well, and the next convergent needs a far longer one.

The opposite limit has all digits equal to 1. Then $r=\varphi$ with $\varphi=1+1/\varphi$, the golden ratio, and every $z_k=\varphi$. The ratios $\rho_n=q_n/q_{n-1}$ obey $\rho_{n+1}=1+1/\rho_n$, so $|\rho_{n+1}-\varphi|=|\rho_n-\varphi|/(\rho_n\varphi)\le|\rho_n-\varphi|/\varphi$, and $\rho_n\to\varphi$. The right side of (9) tends to $1/(\varphi+1/\varphi)=1/(2\varphi-1)=1/\sqrt5$. Even here the error falls as the inverse square of the cell size, with a prefactor below 1.

## 5. No shorter cell has a smaller offset

Let $n<N$ if the expansion ends, and any $n\ge0$ otherwise. Take any integers $p,q$ with $1\le q<q_{n+1}$. The claim is
$$|qr-p|\ge|d_n|. \tag{10}$$

Write the match as a combination of two neighbouring convergents:
$$p=xp_n+yp_{n+1},\qquad q=xq_n+yq_{n+1}. \tag{11}$$
Eliminating $x$, and then $y$, with the help of (5) gives
$$y=(-1)^n(pq_n-qp_n),\qquad x=(-1)^{n+1}(pq_{n+1}-qp_{n+1}),$$
so $x$ and $y$ are integers. This is where the unit determinant matters: two neighbouring convergents generate every match.

The range of $q$ restricts them:

- $x=0$ would give $q=yq_{n+1}$, which does not lie between 1 and $q_{n+1}-1$.
- $y=0$ gives $q=xq_n$, hence $x\ge1$.
- $y>0$ gives $xq_n=q-yq_{n+1}<0$, hence $x<0$.
- $y<0$ gives $xq_n=q-yq_{n+1}>0$, hence $x>0$.

So when $y\ne0$, $x$ and $y$ have opposite signs. From (11), $qr-p=xd_n+yd_{n+1}$. By (6), $d_n$ and $d_{n+1}$ also have opposite signs, unless $d_{n+1}=0$. The two terms therefore cannot cancel, and
$$|qr-p|=|x||d_n|+|y||d_{n+1}|\ge|d_n|, \tag{12}$$
since $|x|\ge1$. This proves (10).

**Ties.** Equality in (12) requires $|x|=1$ and $yd_{n+1}=0$. If $y=0$, then $x=1$ and the match is $(p_n,q_n)$ itself. If $y\ne0$, then $d_{n+1}=0$, so $n+1=N$. The choice $x=1$, $y<0$ would give $q\le q_n-q_N\le0$ and is excluded. The choice $x=-1$ gives $q=yq_N-q_n<q_N$, which allows $y=1$ alone. The tied match is
$$(p_N-p_{N-1},\;q_N-q_{N-1}).$$
It does not spoil the record of $(p_{N-1},q_{N-1})$ if it has more film cells. From $c_N\ge2$ we have $q_N-q_{N-1}\ge q_{N-1}+q_{N-2}$, which exceeds $q_{N-1}$ for $N\ge2$. For $N=1$ the tied match has $c_1-1$ film cells, more than $q_0=1$ unless $c_1=2$; that is the half-integer case already set aside.

## 6. Records of offset and of strain

**Convergents are offset records.** If $q_n<q_{n+1}$, every match with $q\le q_n$ lies in the range of (10). By the discussion of ties, every such match other than $(p_n,q_n)$ has a strictly larger offset. A terminal convergent has zero offset, and since it is in lowest terms no other match with $q\le q_N$ has that.

**The exception.** If $c_1=1$, then $q_0=q_1=1$ and $p_1=p_0+1$. The fractional part of $r$ is $1/z_1$ with $1<z_1<2$, so it exceeds one half and $p_1$ is the nearer integer. For $r=1.7$, with digits $[1;1,2,3]$, the match $1/1$ misses by $0.7$ and $2/1$ by $0.3$.

**Offset records are convergents.** Let $(p,q)$ be a record. If the expansion ends and $q\ge q_N$, the perfect match $(p_N,q_N)$ cannot be beaten, so the record is that match. Otherwise there is an $n$ with $q_n\le q<q_{n+1}$. By (10), $(p_n,q_n)$ has no larger offset and no more film cells. A strict record must then be $(p_n,q_n)$ itself.

**Strain.** By (1), $|e|=|qr-p|/(qr)$. Compare a convergent that is an offset record with another match having $q\le q_n$. The other match has a larger $|qr-p|$ and a divisor $q$ that is no larger, so its strain is larger. These convergents are strain records.

The converse argument breaks down because a match with $q>q_n$ may have a larger offset and still a smaller strain. Consider the intermediate matches
$$(p_{n-1}+kp_n,\;q_{n-1}+kq_n),\qquad 1\le k<c_{n+1}.$$
With $k=c_{n+1}$ this would be the next convergent. Since $d_{n-1}$ and $d_n$ have opposite signs and $k|d_n|<|d_{n-1}|$ (shown below), the offset is $|d_{n-1}|-k|d_n|$ in units of $a$. It beats the strain of convergent $n$ if
$$\frac{|d_{n-1}|-k|d_n|}{q_{n-1}+kq_n}<\frac{|d_n|}{q_n}.$$
Multiply by both positive denominators and divide by $q_n|d_n|$:
$$2k>\frac{|d_{n-1}|}{|d_n|}-\frac{q_{n-1}}{q_n}. \tag{13}$$
The ratio of offsets is $z_{n+1}$: by (6), $1/|d_{n-1}|=z_nq_{n-1}+q_{n-2}=q_n+q_{n-1}/z_{n+1}$, which is $1/(z_{n+1}|d_n|)$. This also confirms $k|d_n|<|d_{n-1}|$, as $k<c_{n+1}\le z_{n+1}$. Roughly the upper half of the intermediate matches thus improves on the strain of convergent $n$.

## 7. A worked pair of periods

Take the round model values $a=6.00$ bohr and $b=7.13$ bohr, treated as exact. Then $r=713/600\approx1.1883$, and repeated division gives
$$\frac{713}{600}=1+\frac{113}{600},\quad \frac{600}{113}=5+\frac{35}{113},\quad \frac{113}{35}=3+\frac{8}{35},\ \ldots$$
with digits $[1;5,3,4,2,1,2]$. From (3), the convergent after $1/1$ is $(5\cdot1+1)/(5\cdot1+0)=6/5$, and the next is $(3\cdot6+1)/(3\cdot5+1)=19/16$.

| Match $p/q$ | Offset (bohr) | Strain (%) |
|---|---|---|
| 1/1 | +1.13 | −15.8 |
| 6/5 | −0.35 | +0.98 |
| 13/11 | +0.43 | −0.55 |
| 19/16 | +0.08 | −0.07 |
| 82/69 | −0.03 | +0.006 |

All rows except $13/11$ are convergents. For $6/5$ the arithmetic is $5\times7.13-6\times6.00=35.65-36.00=-0.35$ bohr, and the strain is $0.35/35.65=0.98\,\%$, a stretch. The offsets of the convergents alternate in sign, as (6) requires.

**Reading the bounds.** For $19/16$ the ratio error is $8.3\times10^{-4}$, while $1/q^2=3.9\times10^{-3}$. Their quotient is $0.21$, between $1/6$ and $1/4$, as (9) demands for the next digit 4. For $265/223$, the convergent before the last, the error and $1/(q_nq_{n+1})$ are both $7.5\times10^{-6}$: this is the case of equality in (8).

**The intermediate match.** The pair $13/11$ is $(1+2\cdot6)/(1+2\cdot5)$, so $k=2$ between $1/1$ and $19/16$. Its offset is $1.13-2\times0.35=0.43$ bohr, larger than that of $6/5$, but it is spread over 11 film cells instead of 5, and the strain is smaller. Condition (13) reads $2k>1.13/0.35-1/5\approx3.03$. It admits $k=2$ and rejects $k=1$, the match $7/6$.

The search up to $q=16$ finds the offset records $1/1$, $6/5$, $19/16$ and the strain records $1/1$, $4/3$, $5/4$, $6/5$, $13/11$, $19/16$. The error of $13/11$ times $q^2$ is $6.515/8.264\approx0.79$, below 1. An error below $1/q^2$ therefore does not prove that a match is a convergent.

**Choosing a cell.** For a strain tolerance of $1\,\%$ the smallest match is $6/5$, for $0.6\,\%$ it is $13/11$, and for $0.1\,\%$ it is $19/16$, with a length of $114.00$ bohr ($60.33$ Å). A list of convergents alone would miss the second choice. The bound $|e_n|<1/(rq_n^2)$ guarantees $0.1\,\%$ once $q_n\ge1/\sqrt{1.188\times0.001}\approx29$. The convergent with $q=16$ meets the tolerance earlier, because the bound is not an estimate of the strain.

The numerical output also reports searches over 1544 rational ratios with denominators up to 50, and over four irrational ratios with up to 2000 film cells. Their offset records agreed with the convergents, including the exception at $n=0$.

## 8. The moiré limit and the limits of the result

**Nearly equal periods.** Let $b-a\ll a$. Then $c_0=1$ and
$$z_1=\frac{1}{r-1}=\frac{a}{b-a}.$$
Each film cell shifts the registry by $b-a$, so a full substrate period is gained after $z_1$ film cells, over the moiré length
$$L=z_1b=\frac{ab}{b-a}.$$
The next convergent is $(c_1+1)/c_1$: it rounds $z_1$ down to a whole number of film cells and places one more substrate cell beneath them. In the example $z_1=6.00/1.13\approx5.3$ and $L\approx37.9$ bohr, while the $6/5$ cell has a substrate length of $36.00$ bohr. For the convergent after that, (3) gives $p_2-q_2=c_2(p_1-q_1)+(p_0-q_0)=c_2$. It has $c_2$ more substrate cells than film cells, so it holds about $c_2$ moiré lengths, and by (6) its offset is smaller. If $c_2=1$, it simply rounds $z_1$ up instead of down. In the example $c_2=3$, and the $19/16$ cell holds about three moiré lengths.

**Uncertain periods.** If $a$ and $b$ are known to within $\delta a$ and $\delta b$, the offset is uncertain by up to $q\,\delta b+p\,\delta a$, which grows with the cell. Suppose the periods above were rounded values, each uncertain by $0.005$ bohr. For $19/16$ this gives $0.08+0.095\approx0.18$ bohr, more than the offset of $0.08$ bohr itself. Its sign would be unknown, and with it the digit $c_2$, which is 3 if the offset is positive and 2 if it is negative. The digits listed after $c_2$ would not be reliable either. The cell would remain a good one, with a strain below $0.23\,\%$ in magnitude.

**Two directions.** The theorem concerns one ratio. A planar interface needs both in-plane directions to fit, with shear and rotation allowed. Convergents found separately along two fixed, perpendicular axes of rectangular lattices give a valid rectangular cell, but the proof does not show that this is the smallest cell for a given strain.

**Energy.** A small offset does not establish that an interface is stable. A strongly bound film may accept the large strain of a short cell, and a weakly bound one may remain nearly unstrained. The convergents supply candidate cells; the choice between them as physical structures requires their energies.

## Computed values

```
substrate period a = 6.00 bohr
film period b = 7.13 bohr
ratio r = b/a = 713/600 = 1.188333 (no unit)
continued-fraction digits of r: [1, 5, 3, 4, 2, 1, 2]
matches p/q: p substrate cells, q film cells
convergent n=0 1/1: film 7.13 bohr, substrate 6.00 bohr
  offset qb-pa +1.13 bohr, strain -15.8485 %
  ratio error 1.883e-01, 1/q^2 1.000e+00 (no unit)
  1/(q_n q_n+1) = 2.000e-01 (no unit)
convergent n=1 6/5: film 35.65 bohr, substrate 36.00 bohr
  offset qb-pa -0.35 bohr, strain +0.9818 %
  ratio error 1.167e-02, 1/q^2 4.000e-02 (no unit)
  1/(q_n q_n+1) = 1.250e-02 (no unit)
convergent n=2 19/16: film 114.08 bohr, substrate 114.00 bohr
  offset qb-pa +0.08 bohr, strain -0.0701 %
  ratio error 8.333e-04, 1/q^2 3.906e-03 (no unit)
  1/(q_n q_n+1) = 9.058e-04 (no unit)
convergent n=3 82/69: film 491.97 bohr, substrate 492.00 bohr
  offset qb-pa -0.03 bohr, strain +0.0061 %
  ratio error 7.246e-05, 1/q^2 2.100e-04 (no unit)
  1/(q_n q_n+1) = 9.411e-05 (no unit)
convergent n=4 183/154: film 1098.02 bohr, substrate 1098.00 bohr
  offset qb-pa +0.02 bohr, strain -0.0018 %
  ratio error 2.165e-05, 1/q^2 4.217e-05 (no unit)
  1/(q_n q_n+1) = 2.912e-05 (no unit)
convergent n=5 265/223: film 1589.99 bohr, substrate 1590.00 bohr
  offset qb-pa -0.01 bohr, strain +0.0006 %
  ratio error 7.474e-06, 1/q^2 2.011e-05 (no unit)
  1/(q_n q_n+1) = 7.474e-06 (no unit)
convergent n=6 713/600: film 4278.00 bohr, substrate 4278.00 bohr
  offset qb-pa +0.00 bohr, strain +0.0000 %
  ratio error 0.000e+00, 1/q^2 2.778e-06 (no unit)
not a convergent 13/11: film 78.43 bohr, substrate 78.00 bohr
  offset qb-pa +0.43 bohr, strain -0.5483 %
  ratio error 6.515e-03, 1/q^2 8.264e-03 (no unit)
offset records up to q=16: 1/1, 6/5, 19/16
strain records up to q=16: 1/1, 4/3, 5/4, 6/5, 13/11, 19/16
strain tolerance 1.0 %: smallest match 6/5
strain tolerance 0.6 %: smallest match 13/11
strain tolerance 0.1 %: smallest match 19/16
length of the 19/16 supercell = 114.00 bohr = 60.33 angstrom
exception, ratio 1.7: digits [1, 1, 2, 3]
  error of 1/1 = 0.7, of 2/1 = 0.3 (no unit)
rational ratios searched: 1544, denominators up to 50
irrational ratios searched: 4, film cells up to 2000
```
